**Porod's law and the invariant, tested on particles, a lattice and random planes**

For a two-phase medium with sharp interfaces, $q^4I(q)$ tends to $2\pi(\Delta\rho)^2S/V$, and $\int_0^\infty q^2I\,dq=2\pi^2\phi(1-\phi)(\Delta\rho)^2$. Here $I$ is the intensity per volume, $\Delta\rho$ the contrast, $S/V$ the interface area per volume and $\phi$ the volume fraction of one phase. The program asserts that the overlap of a spheroid with its shifted copy falls initially with a quarter of the surface area. It asserts that equal spheres keep oscillating about the Porod value, whereas for randomly oriented spheroids the oscillation decays roughly as $q^{-1/2}$. A reciprocal-lattice sum for a cubic array of spheres, completed by the Porod tail, gives 4.6585 against 4.6586 from the invariant formula. The program asserts agreement within 0.2%. The last digit is helped by the cutoff, where $2qR=72\pi$ for spheres of radius $R$, so the leading oscillating part of their tail happens to vanish. A simulation of space cut by random planes agrees, within its statistical error, with the predicted interface area and with the predicted probability that two points lie in different phases. For the worked example, the program compares the closed-form intensity with a numerical transform of the correlation function. The output shows that data ending at $q=1\ \mathrm{nm^{-1}}$ return $S/V$ 1.8% too low.

## Program and output

```python
"""
Small-angle scattering of a two-phase medium with sharp interfaces.
Results under test, for intensity per volume I(q):
  Porod law   q^4 I -> 2 pi (drho)^2 S/V   (for equal spheres: on average over q)
  invariant   integral of q^2 I dq = 2 pi^2 phi (1 - phi) (drho)^2
Symbols: phi = volume fraction of phase 1, drho = contrast, S/V = interface
area per volume, C(r) = direction-averaged covariance of the density,
g(r) = r C(r), a = correlation length of the random-plane mosaic.
The tests use contrast 1 and lengths in units of R, a or the lattice constant.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.integrate import quad

pi = np.pi

# ---------- Sphere of radius 1: covariance from the lens-shaped overlap ----------
r, z = sp.symbols("r z", positive=True)
lens = sp.expand(2 * sp.integrate(sp.pi * (1 - z**2), (z, r / 2, 1)))
g_second = sp.diff(r * lens, r, 2)
g2_origin = float(g_second.subs(r, 0))
g2_jump = float(-g_second.subs(r, 2))      # g vanishes beyond r = 2
sphere_porod = 2 * pi * 4 * pi             # 2 pi S for one unit sphere


def sphere_q4_intensity(q):
    """q^4 |F|^2 with the amplitude F integrated from its definition."""
    integral = quad(lambda x: x, 0, 1, weight="sin", wvar=q,
                    epsabs=1e-13, epsrel=1e-11)[0]
    return q**4 * (4 * pi * integral / q)**2


q_period = 200 + pi * np.arange(40) / 40
sphere_values = np.array([sphere_q4_intensity(q) for q in q_period])
jump_law = -4 * pi * (g2_origin + g2_jump * np.cos(2 * q_period))
assert np.max(abs(sphere_values - jump_law)) < 2.1 / 200 * sphere_porod
sphere_ratio = sphere_values / sphere_porod
assert abs(sphere_ratio.mean() - 1) < 1e-3
assert sphere_ratio.max() > 1.9 and sphere_ratio.min() < 0.1

# ---------- Prolate spheroid, semi-axes 1, 1, 2 ----------
long_axis = 2.0
volume = 4 * pi * long_axis / 3
area = quad(lambda t: 2 * pi * np.sin(t) * np.sqrt(
    np.cos(t)**2 + (long_axis * np.sin(t))**2), 0, pi)[0]


def spheroid_overlap(distance):
    """Direction-averaged overlap of the body with its shifted copy."""
    def one_direction(mu):
        s = distance * np.sqrt(1 - mu**2 + (mu / long_axis)**2)
        return long_axis * float_lens(s)
    return quad(one_direction, 0, 1, epsabs=1e-12, epsrel=1e-12)[0]


float_lens = sp.lambdify(r, lens, "numpy")
step = 1e-3
slope = (volume - spheroid_overlap(step)) / step
assert abs(slope / (area / 4) - 1) < 1e-5

nodes, weights = np.polynomial.legendre.leggauss(16)
panels = 1000
mu_grid = ((np.arange(panels)[:, None] + (nodes + 1) / 2) / panels).ravel()
mu_weight = np.tile(weights / 2 / panels, panels)


def spheroid_ratio(q):
    """Orientation-averaged q^4 |F|^2 divided by 2 pi S."""
    x = q * np.sqrt(1 - mu_grid**2 + (long_axis * mu_grid)**2)
    amplitude = volume * 3 * (np.sin(x) - x * np.cos(x)) / x**3
    return q**4 * np.sum(mu_weight * amplitude**2) / (2 * pi * area)


ripple = []
for q_start in (50.0, 5000.0):
    values = [spheroid_ratio(q_start + pi * k / 60) for k in range(60)]
    ripple.append(max(abs(v - 1) for v in values))
assert ripple[1] < 0.03
assert 8 < ripple[0] / ripple[1] < 12      # inverse square root predicts 10

# ---------- Invariant of a simple cubic array of spheres ----------
radius, n_max = 0.45, 40
n = np.arange(-n_max, n_max + 1)
n_squared = (n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2).ravel()
n_squared = n_squared[(n_squared > 0) & (n_squared <= n_max**2)]
G = 2 * pi * np.sqrt(n_squared)
F = 4 * pi * (np.sin(G * radius) - G * radius * np.cos(G * radius)) / G**3
lattice_phi = 4 * pi * radius**3 / 3
lattice_sum = 2 * pi**2 * np.sum(F**2)
lattice_tail = 2 * pi * (4 * pi * radius**2) / (2 * pi * n_max)
lattice_formula = 2 * pi**2 * lattice_phi * (1 - lattice_phi)
assert abs((lattice_sum + lattice_tail) / lattice_formula - 1) < 2e-3
assert lattice_sum / lattice_formula < 0.99    # the tail is really needed

# ---------- Simulated mosaic of random planes, a = 1 ----------
phi = 0.3
rng = np.random.default_rng(12345)
window, realizations, pairs, plane_points = 1.5, 12000, 100, 20
shifts = (0.1, 0.5)


def directions(count):
    v = rng.normal(size=(count, 3))
    return v / np.linalg.norm(v, axis=1)[:, None]


differ = np.zeros((realizations, len(shifts)))
interface = np.zeros(realizations)
for i in range(realizations):
    count = int(rng.poisson(2 * window * 2.0))   # plane area per volume is 2/a
    normal = directions(count)
    offset = rng.uniform(-window, window, count)
    bit = 2**np.arange(count)
    in_phase1 = rng.random(2**count) < phi       # one draw for each possible cell
    start = directions(pairs) * rng.random(pairs)[:, None]**(1 / 3)
    heading = directions(pairs)
    color = in_phase1[(start @ normal.T > offset) @ bit]
    for j, shift in enumerate(shifts):
        end = start + shift * heading
        differ[i, j] = np.mean(color != in_phase1[(end @ normal.T > offset) @ bit])
    if count:
        e = directions(count * plane_points).reshape(count, plane_points, 3)
        e = e - np.sum(e * normal[:, None, :], axis=2)[..., None] * normal[:, None, :]
        e /= np.linalg.norm(e, axis=2)[..., None]
        disc = window**2 - offset**2
        rho = np.sqrt(rng.random((count, plane_points)) * disc[:, None])
        point = offset[:, None, None] * normal[:, None, :] + rho[..., None] * e
        side = point @ normal.T > offset
        own = np.arange(count)
        side[own, :, own] = False
        low = side @ bit
        boundary = in_phase1[low] != in_phase1[low + bit[:, None]]
        interface[i] = np.sum(pi * disc * boundary.mean(axis=1))
interface /= 4 * pi * window**3 / 3

mix = phi * (1 - phi)
differ_mean = differ.mean(axis=0)
differ_error = differ.std(axis=0) / np.sqrt(realizations)
differ_formula = 2 * mix * (1 - np.exp(-np.array(shifts)))
interface_mean = interface.mean()
interface_error = interface.std() / np.sqrt(realizations)
assert np.all(abs(differ_mean - differ_formula) < 4 * differ_error)
assert np.all(differ_error < 0.02 * differ_formula)
assert abs(interface_mean - 4 * mix) < 4 * interface_error
assert interface_error < 0.02 * 4 * mix

# ---------- Worked example: mosaic with round parameters, lengths in nm ----------
a, drho = 10.0, 4e-4
surface = 4 * mix / a
porod = 2 * pi * drho**2 * surface
invariant = 2 * pi**2 * mix * drho**2
to_per_cm = constants.centi / constants.nano


def intensity(q):
    return 8 * pi * mix * drho**2 * a**3 / (1 + (q * a)**2)**2


q_table = (0.05, 0.1, 0.3, 1.0, 3.0)
for q in q_table:
    x = q * a
    transform = quad(lambda s: s * np.exp(-s), 0, 45, weight="sin", wvar=x,
                     epsabs=1e-13, epsrel=1e-10, limit=200)[0]
    direct = mix * drho**2 * a**3 * 4 * pi * transform / x
    assert abs(direct / intensity(q) - 1) < 1e-6

# Leading correction 16 pi C'''(0)/q^6, checked at q a = 100
q_far = 100 / a
third_derivative = -mix * drho**2 / a**3
correction = (q_far**4 * intensity(q_far) - porod) * q_far**2
assert abs(correction / (16 * pi * third_derivative) - 1) < 1e-3

full = quad(lambda x: x**2 * intensity(x / a) / (a**3 * drho**2), 0, np.inf)[0]
assert abs(full * drho**2 / invariant - 1) < 1e-6

q_max = 1.0
cut = drho**2 * quad(lambda x: x**2 * intensity(x / a) / (a**3 * drho**2),
                     0, q_max * a)[0]
assert abs((cut + porod / q_max) / invariant - 1) < 2e-3
porod_seen = q_max**4 * intensity(q_max)
invariant_seen = cut + porod_seen / q_max
surface_seen = pi * mix * porod_seen / invariant_seen
assert abs(surface_seen / surface - 1) < 0.03

# ---------- Output ----------
print("TESTS (dimensionless)")
print(f"sphere, qR from 200 over one period: mean q^4 I/(2 pi S) = {sphere_ratio.mean():.5f}")
print(f"  smallest and largest sampled ratio = {sphere_ratio.min():.4f}, {sphere_ratio.max():.4f}")
print(f"spheroid 1,1,2: surface area = {area:.5f}")
print(f"  slope of overlap = {slope:.5f}, area/4 = {area / 4:.5f}")
print(f"  largest deviation from Porod near q=50: {ripple[0]:.4f}")
print(f"  largest deviation from Porod near q=5000: {ripple[1]:.4f}")
print(f"cubic array, R/lattice constant = {radius}, phi = {lattice_phi:.4f}")
print(f"  invariant: sum = {lattice_sum:.4f}, tail = {lattice_tail:.4f}")
print(f"  sum + tail = {lattice_sum + lattice_tail:.4f}, formula = {lattice_formula:.4f}")
print(f"random planes, a = 1, phi = {phi}, realizations = {realizations}")
for j, shift in enumerate(shifts):
    print(f"  P(different phases) at r={shift}: {differ_mean[j]:.5f}"
          f" +- {differ_error[j]:.5f}, formula {differ_formula[j]:.5f}")
print(f"  S/V = {interface_mean:.4f} +- {interface_error:.4f}, formula {4 * mix:.4f}")
print("WORKED EXAMPLE")
print(f"a = {a:.1f} nm, phi = {phi}, contrast = {drho:.1e} nm^-2")
print(f"phi(1-phi) = {mix:.4f}")
print(f"S/V = {surface:.5f} nm^-1")
print(f"I(0) = {intensity(0):.5e} nm^-1 = {intensity(0) * to_per_cm:.3f} cm^-1")
print(f"Porod constant = {porod:.5e} nm^-5 = {porod * to_per_cm:.5f} cm^-1 nm^-4")
print(f"invariant = {invariant:.5e} nm^-4 = {invariant * to_per_cm:.5f} cm^-1 nm^-3")
for q in q_table:
    print(f"q = {q:.2f} nm^-1: I = {intensity(q) * to_per_cm:.5e} cm^-1,"
          f" q^4 I/Porod constant = {q**4 * intensity(q) / porod:.5f}")
print(f"cut at q_max = {q_max:.1f} nm^-1: fraction of invariant = {cut / invariant:.5f}")
print(f"  fraction with tail from true Porod constant = {(cut + porod / q_max) / invariant:.5f}")
print(f"  fraction with tail from q^4 I at q_max = {invariant_seen / invariant:.5f}")
print(f"  recovered S/V = {surface_seen:.5f} nm^-1, ratio to true = {surface_seen / surface:.5f}")
print("checks complete")
```

Printed output:

```
TESTS (dimensionless)
sphere, qR from 200 over one period: mean q^4 I/(2 pi S) = 1.00004
  smallest and largest sampled ratio = 0.0026, 1.9975
spheroid 1,1,2: surface area = 21.47844
  slope of overlap = 5.36961, area/4 = 5.36961
  largest deviation from Porod near q=50: 0.1676
  largest deviation from Porod near q=5000: 0.0169
cubic array, R/lattice constant = 0.45, phi = 0.3817
  invariant: sum = 4.5949, tail = 0.0636
  sum + tail = 4.6585, formula = 4.6586
random planes, a = 1, phi = 0.3, realizations = 12000
  P(different phases) at r=0.1: 0.03972 +- 0.00032, formula 0.03997
  P(different phases) at r=0.5: 0.16447 +- 0.00104, formula 0.16526
  S/V = 0.8359 +- 0.0045, formula 0.8400
WORKED EXAMPLE
a = 10.0 nm, phi = 0.3, contrast = 4.0e-04 nm^-2
phi(1-phi) = 0.2100
S/V = 0.08400 nm^-1
I(0) = 8.44460e-04 nm^-1 = 8444.601 cm^-1
Porod constant = 8.44460e-08 nm^-5 = 0.84446 cm^-1 nm^-4
invariant = 6.63237e-07 nm^-4 = 6.63237 cm^-1 nm^-3
q = 0.05 nm^-1: I = 5.40454e+03 cm^-1, q^4 I/Porod constant = 0.04000
q = 0.10 nm^-1: I = 2.11115e+03 cm^-1, q^4 I/Porod constant = 0.25000
q = 0.30 nm^-1: I = 8.44460e+01 cm^-1, q^4 I/Porod constant = 0.81000
q = 1.00 nm^-1: I = 8.27821e-01 cm^-1, q^4 I/Porod constant = 0.98030
q = 3.00 nm^-1: I = 1.04023e-02 cm^-1, q^4 I/Porod constant = 0.99778
cut at q_max = 1.0 nm^-1: fraction of invariant = 0.87352
  fraction with tail from true Porod constant = 1.00084
  fraction with tail from q^4 I at q_max = 0.99833
  recovered S/V = 0.08248 nm^-1, ratio to true = 0.98193
checks complete
```
